# What the order of a Douglas–Kroll–Hess Hamiltonian counts: verification in Python

```python
# Claim under test: the order n of the Douglas-Kroll-Hess Hamiltonian DKHn
# counts powers of the potential V, with coefficients complete in 1/c.
# DKH2 is exact for V = 0 and V = constant; its first error is of order V^3.
# Hartree atomic units, electron mass 1, rest energy subtracted.
# p: momenta of the basis states; VL, VS: matrices of V in the large- and
# small-component spaces; c: speed of light; E: free energy with rest energy.
# Object arrays of mpmath numbers are used where small errors must be resolved.
import numpy as np
from mpmath import mp, mpf
from scipy import constants
from scipy.special import binom

mp.dps = 40
C_LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def dirac_matrix(p, VL, VS, c):
    coupling = np.diag(p * c)
    return np.block([[VL, coupling],
                     [coupling, VS - np.diag(p * 0 + 2 * c * c)]])


def dkh_matrices(p, VL, VS, c):
    """Positive-energy blocks of DKH1, DKH2 and DKH3."""
    E = ((p * c) ** 2 + c ** 4) ** 0.5
    A = ((E + c * c) / (2 * E)) ** 0.5
    B = p * c / (2 * E * (E + c * c)) ** 0.5
    Ac, Bc = A[:, None], B[:, None]
    even_up = Ac * VL * A + Bc * VS * B
    even_low = Bc * VL * B + Ac * VS * A
    odd = Bc * VS * A - Ac * VL * B
    w = odd / (E[:, None] + E)
    X = w @ even_low - even_up @ w
    first = np.diag((p * c) ** 2 / (E + c * c)) + even_up
    second = first + (w @ odd.T + odd @ w.T) / 2
    third = second + (w @ X.T + X @ w.T) / 2
    return first, second, third


def eigenvalues(H):
    if H.dtype == object:
        values = mp.eigsy(mp.matrix(H.tolist()), eigvals_only=True)
        return sorted(list(values))
    return np.linalg.eigvalsh(H)


def lowest_levels(p, VL, VS, c):
    """Lowest positive-energy level: Dirac, then DKH1, DKH2, DKH3."""
    n = len(p)
    exact = eigenvalues(dirac_matrix(p, VL, VS, c))[n]
    return exact, [eigenvalues(H)[0] for H in dkh_matrices(p, VL, VS, c)]


# ---- free particle and constant potential, momenta up to 3c
c = C_LIGHT
print(f"speed of light c = {c:.6f} a.u.")
p_free = np.array([0.5, 1.0, 2.0, 3.0]) * c
for v0 in (0.0, -0.5 * c * c):
    V = v0 * np.eye(4)
    exact = eigenvalues(dirac_matrix(p_free, V, V, c))[4:]
    for H in dkh_matrices(p_free, V, V, c):
        assert np.max(np.abs(eigenvalues(H) - exact)) < 1e-11 * c * c
    dkh2 = eigenvalues(dkh_matrices(p_free, V, V, c)[1])
    print(f"p=2c, V={v0/c**2:.1f} c^2: Dirac {exact[2]/c**2:.6f}, "
          f"DKH2 {dkh2[2]/c**2:.6f} (units c^2)")
partial = 0.0
series = []
for k in range(1, 6):
    partial += binom(0.5, k) * 2.0 ** (2 * k)
    series.append(partial)
    print(f"p=2c, V=0: series through c^-{2*k-2}: {partial:.4f} (units c^2)")
free_exact = np.sqrt(5.0) - 1.0
assert abs(series[-1] - free_exact) > abs(series[-3] - free_exact)


# ---- periodic one-dimensional Dirac model on the interval 2*pi
def cosine(n, harmonic, amplitude):
    """Plane-wave matrix of amplitude*cos(harmonic*x)."""
    hop = np.eye(n, k=harmonic) + np.eye(n, k=-harmonic)
    return hop * (amplitude / 2)


def plane_waves(kmax):
    return np.array([mpf(k) for k in range(-kmax, kmax + 1)], dtype=object)


# Powers of V: scale the potential at c = 1, where p/c is not small
p_small = plane_waves(3)
errors = []
for lam in (mpf(10) ** -6, 2 * mpf(10) ** -6):
    V = cosine(7, 1, lam) + cosine(7, 2, lam / 2)
    exact, levels = lowest_levels(p_small, V, V, mpf(1))
    errors.append([abs(level - exact) for level in levels])
print("model: V = lambda*(cos x + 0.5 cos 2x), c = 1 a.u.")
for n in range(3):
    power = float(mp.log(errors[1][n] / errors[0][n], 2))
    print(f"DKH{n+1} error grows as lambda^{power:.4f}")
    assert abs(power - (n + 2)) < 0.01

# Powers of 1/c: fixed smooth potential V = -4 cos x, growing c
depth, kmax = 4, 10
p_wave = plane_waves(kmax)
V = cosine(2 * kmax + 1, 1, mpf(-depth))
H_nonrel = np.diag(p_wave.astype(float) ** 2 / 2) + V.astype(float)
energy_nr, vectors = np.linalg.eigh(H_nonrel)
x = 2 * np.pi * np.arange(256) / 256
psi = np.cos(np.outer(x, p_wave.astype(float))) @ vectors[:, 0]
density = psi ** 2
assert abs(np.mean(density) - 1) < 1e-10
slope, curvature = depth * np.sin(x), depth * np.cos(x)
predicted = [np.mean(density * slope ** 2) / 8,
             3 * np.mean(density * slope ** 2 * curvature) / 32]
print(f"model: V = -{depth} cos x; nonrel. level {energy_nr[0]:.6f} Eh")
scaled = []
for c_model in (20, 40):
    exact, levels = lowest_levels(p_wave, V, V, mpf(c_model))
    gaps = [exact - levels[0], exact - levels[1]]
    scaled.append([float(gaps[0] * c_model ** 4),
                   float(gaps[1] * c_model ** 8)])
    print(f"c={c_model}: Dirac-DKH1 = {float(gaps[0]):.4e} Eh, "
          f"Dirac-DKH2 = {float(gaps[1]):.4e} Eh")
for n, power in enumerate((4, 8)):
    limit = (4 * scaled[1][n] - scaled[0][n]) / 3
    print(f"DKH{n+1}: c^{power}*(Dirac-DKH{n+1}) -> {limit:.5f}, "
          f"predicted {predicted[n]:.5f} a.u.")
    # the remaining extrapolation error is of relative order 1/c^4
    assert abs(limit / predicted[n] - 1) < 0.01


# ---- one-electron ions: s-type Gaussians exp(-a r^2), built for Z = 1
def to_array(matrix):
    return np.array(matrix.tolist(), dtype=object)


n_basis = 30
a = np.array([mpf("0.015") * 2 ** k for k in range(n_basis)], dtype=object)
total = a[:, None] + a
product = a[:, None] * a
pi = +mp.pi
overlap = (total / pi) ** (-1.5)
kinetic = product * 3 / total * overlap
nuclear = total ** (-1) * (-2 * pi)
nuclear_small = product / total ** 2 * (-8 * pi)
L_inv = to_array(mp.inverse(mp.cholesky(mp.matrix(overlap.tolist()))))
T_orth = L_inv @ kinetic @ L_inv.T
t_values, t_vectors = mp.eigsy(mp.matrix(T_orth.tolist()))
p_obj = np.array([(2 * t) ** 0.5 for t in t_values], dtype=object)
basis = L_inv.T @ to_array(t_vectors)
VL_unit = (basis.T @ nuclear @ basis).astype(float)
VS_unit = (basis.T @ nuclear_small @ basis
           / (p_obj[:, None] * p_obj)).astype(float)
p_unit = p_obj.astype(float)
print(f"ion basis: {n_basis} s Gaussians, exponents {float(a[0]):.3f}*Z^2 "
      f"to {float(a[-1]):.3e}*Z^2, ratio 2")

for Z in (20, 50, 80):
    # exponents proportional to Z^2 scale p by Z and V by Z^2
    p, VL, VS = Z * p_unit, Z ** 2 * VL_unit, Z ** 2 * VS_unit
    analytic = c * c * (np.sqrt(1 - (Z / c) ** 2) - 1)
    exact, levels = lowest_levels(p, VL, VS, c)
    assert abs(exact / analytic - 1) < 1e-4
    err = [level - exact for level in levels]
    assert abs(err[0]) > abs(err[1]) > abs(err[2])
    print(f"Z={Z}: 1s Dirac analytic {analytic:.4f} Eh, "
          f"in basis {exact:.4f} Eh")
    print(f"Z={Z}: DKH1, DKH2, DKH3 levels "
          + ", ".join(f"{level:.4f}" for level in levels) + " Eh")
    print(f"Z={Z}: DKH1, DKH2, DKH3 minus Dirac "
          + ", ".join(f"{e:+.5f}" for e in err) + " Eh")
print(f"Z=80: DKH2 minus Dirac = {err[1]*HARTREE_EV:+.2f} eV")

# A constant added to the Coulomb potential must shift every level rigidly
shift = 100.0
identity = np.eye(n_basis)
exact_s, levels_s = lowest_levels(p, VL + shift * identity,
                                  VS + shift * identity, c)
moves = [new - old for new, old in zip(levels_s, levels)]
# tolerance: rounding for matrices with elements near 1e8
assert abs(exact_s - exact - shift) < 1e-4
assert max(abs(move - shift) for move in moves) < 1e-4
print(f"Z=80: V raised by {shift:.1f} Eh moves DKH2 by {moves[1]:.4f} Eh")
print("OK")
```

Printed output:

```
speed of light c = 137.035999 a.u.
p=2c, V=0.0 c^2: Dirac 1.236068, DKH2 1.236068 (units c^2)
p=2c, V=-0.5 c^2: Dirac 0.736068, DKH2 0.736068 (units c^2)
p=2c, V=0: series through c^-0: 2.0000 (units c^2)
p=2c, V=0: series through c^-2: 0.0000 (units c^2)
p=2c, V=0: series through c^-4: 4.0000 (units c^2)
p=2c, V=0: series through c^-6: -6.0000 (units c^2)
p=2c, V=0: series through c^-8: 22.0000 (units c^2)
model: V = lambda*(cos x + 0.5 cos 2x), c = 1 a.u.
DKH1 error grows as lambda^2.0000
DKH2 error grows as lambda^3.0000
DKH3 error grows as lambda^4.0000
model: V = -4 cos x; nonrel. level -3.032335 Eh
c=20: Dirac-DKH1 = 2.5549e-06 Eh, Dirac-DKH2 = 3.3098e-11 Eh
c=40: Dirac-DKH1 = 1.6080e-07 Eh, Dirac-DKH2 = 1.3014e-13 Eh
DKH1: c^4*(Dirac-DKH1) -> 0.41259, predicted 0.41261 a.u.
DKH2: c^8*(Dirac-DKH2) -> 0.85471, predicted 0.85471 a.u.
ion basis: 30 s Gaussians, exponents 0.015*Z^2 to 8.053e+06*Z^2, ratio 2
Z=20: 1s Dirac analytic -201.0765 Eh, in basis -201.0765 Eh
Z=20: DKH1, DKH2, DKH3 levels -201.3415, -201.0725, -201.0767 Eh
Z=20: DKH1, DKH2, DKH3 minus Dirac -0.26497, +0.00398, -0.00014 Eh
Z=50: 1s Dirac analytic -1294.6261 Eh, in basis -1294.6261 Eh
Z=50: DKH1, DKH2, DKH3 levels -1311.3106, -1293.9714, -1294.6780 Eh
Z=50: DKH1, DKH2, DKH3 minus Dirac -16.68451, +0.65476, -0.05186 Eh
Z=80: 1s Dirac analytic -3532.1921 Eh, in basis -3532.1914 Eh
Z=80: DKH1, DKH2, DKH3 levels -3686.4416, -3523.3248, -3533.1191 Eh
Z=80: DKH1, DKH2, DKH3 minus Dirac -154.25012, +8.86667, -0.92765 Eh
Z=80: DKH2 minus Dirac = +241.27 eV
Z=80: V raised by 100.0 Eh moves DKH2 by 100.0000 Eh
OK
```
